Wrinkling of a stiff film on an incompressible elastic half-space

**Definitions and conventions**

A film of thickness h, Young modulus E_f and Poisson ratio ν_f is bonded to a half-space with Young modulus E_s and Poisson ratio ν_s = 1/2. Both are isotropic. The x axis lies along the film, z points upward, and the substrate fills z < 0. Nothing depends on y and there is no strain along y (plane strain). The plane-strain modulus is Ē = E/(1−ν²). For the substrate, whose shear modulus is μ = E_s/3,

Ē_s = E_s/(1 − 1/4) = 4E_s/3 = 4μ.

The compressive strain ε > 0 of the film is measured from the film's own stress-free state. Tensile stress is positive. The deflection is w = A cos kx, with wavelength λ = 2π/k, and x̂ = kh is the dimensionless wavenumber.

The result to be derived, at leading order in Ē_s/Ē_f ≪ 1, is

ε_c = (1/4)(3Ē_s/Ē_f)^(2/3), λ_c = 2πh[Ē_f/(3Ē_s)]^(1/3).

It presumes small strains, a perfect bond and a substrate much deeper than the ripple penetrates.

**First derivation: balance of forces**

*The film before it buckles.* The top face is free, so σ_zz = 0 in the film. Zero strain along y requires σ_yy = ν_f σ_xx, and therefore

−ε = (σ_xx − ν_f σ_yy)/E_f = σ_xx(1−ν_f²)/E_f, so σ_xx = −Ē_f ε.

The compressive force per unit width is N = Ē_f hε.

*The film when it bends.* At height ζ above the mid-plane, a section that stays perpendicular to the mid-plane moves by −ζw' along x. The bending strain is −ζw'', and the bending moment is

M = ∫ σ_xx ζ dζ = −Ē_f w'' ∫ ζ² dζ = −D w'', D = Ē_f h³/12,

with ζ running from −h/2 to h/2.

Let Q be the upward force on the right-hand face of a film element, and q the upward traction that the film exerts on the substrate. The substrate then pulls the film down with q. Vertical balance gives

Q' − q = 0.

For the moments, the right-hand face is displaced from the left-hand one by (dx, w'dx) and carries the force (−N, Q). The torque of this force pair is dx·Q − w'dx·(−N) = (Q + Nw')dx. The stress distribution on the two faces adds −M'dx. If no shear traction acts on the film, N is uniform and there is no further torque, so

Q = M' − Nw'.

Differentiating and using Q' = q gives M'' − Nw'' = q, or

D w'''' + N w'' + q = 0. (1)

*The substrate.* In an incompressible solid the pressure p is an independent field. Equilibrium and incompressibility read

μ∇²u = ∇p, ∇·u = 0.

The divergence of the first equation gives ∇²p = 0. The solution that follows the ripple and decays downward is p = P e^(kz) cos kx. Write u_z = V(z) cos kx and u_x = U(z) sin kx. The vertical equation is

μ(V'' − k²V) = kP e^(kz).

Since (z e^(kz))'' − k² z e^(kz) = 2k e^(kz), its decaying solution with V(0) = A is

V = (A + Bz)e^(kz), B = P/(2μ).

Incompressibility, kU + V' = 0, then gives

U = −V'/k = −(A + B/k + Bz)e^(kz).

The horizontal equation, μ(U'' − k²U) = −kP e^(kz), is also satisfied: its left side is −2μkB e^(kz), which equals −kP e^(kz).

One constant is left. A film that is very stiff in its plane hardly lets its surface slide, so set U(0) = 0. This gives B = −kA, P = −2μkA and

V = A(1 − kz)e^(kz), U = Akz e^(kz).

The shear traction at the surface has amplitude

μ[U'(0) − kV(0)] = μ(kA − kA) = 0.

This justifies the absence of shear in (1). Because V'(0) = −kU(0) = 0, the normal traction is due to the pressure alone:

q = σ_zz(0) = −P cos kx = 2μk w = (Ē_s k/2) w. (2)

*The neutral curve.* With w'''' = k⁴w and w'' = −k²w, equations (1) and (2) give

(Dk⁴ − Nk² + Ē_s k/2)A = 0.

For A ≠ 0 the bracket must vanish. Division by k² gives N = Dk² + Ē_s/(2k), and division by Ē_f h gives

ε = F(x̂) = x̂²/12 + Ē_s/(2Ē_f x̂). (3)

The first term is the strain at which a free strip would buckle with that wavelength. It penalizes short waves. The second comes from the substrate, which penalizes long waves because, at equal slope, they deform it to a greater depth. As the compression rises from zero, a rippled equilibrium first becomes possible at the minimum of F:

dF/dx̂ = x̂/6 − Ē_s/(2Ē_f x̂²) = 0, so x̂_c³ = 3Ē_s/Ē_f.

The second derivative, 1/6 + Ē_s/(Ē_f x̂³), is positive for every x̂ > 0, so the minimum is global. At the minimum Ē_s/Ē_f = x̂_c³/3, and therefore

ε_c = x̂_c²/12 + x̂_c²/6 = x̂_c²/4. (4)

Inserting x̂_c gives the stated strain, and λ_c = 2πh/x̂_c gives the stated wavelength. A stiff film makes x̂_c and ε_c small together, which is what thin-plate theory and small-strain elasticity require.

**Second derivation: minimum of the energy**

Here the mean compression ε is held fixed, and energies are averaged over a wavelength, per unit area of film.

*Substrate energy.* No equilibrium equation is needed. Take any decaying incompressible displacement with V(0) = A and U = −V'/k. Its strains are

e_zz = −e_xx = V' cos kx, 2e_xz = −(V''/k + kV) sin kx.

The energy density is μ(e_xx² + e_zz² + 2e_xz²). Averaging cos² and sin² to 1/2 gives the energy

W_s = μ∫ [V'² + (V''/k + kV)²/4] dz, z from −∞ to 0.

Compare the integrand with the square

(V'' − 2kV' + k²V)²/(4k²)
= V''²/(4k²) + V'² + k²V²/4 + VV''/2 − V'V''/k − kVV'.

The first four terms are the integrand of W_s. The last two are total derivatives. Hence

W_s = μ{∫ (V'' − 2kV' + k²V)²/(4k²) dz + V'(0)²/(2k) + kA²/2}. (5)

The first two terms cannot be negative, so W_s ≥ μkA²/2. Equality needs V'(0) = 0 and V'' − 2kV' + k²V = 0, whose solution is V = A(1−kz)e^(kz). The least energy is thus

W_s = μkA²/2 = Ē_s kA²/8.

The surface was free to slide, yet the minimum has U(0) = −V'(0)/k = 0.

*Film energy.* Bending costs half of D times the mean of w''²:

W_b = (1/2)D·k⁴A²/2 = Ē_f h³k⁴A²/48.

The gain comes from the extra length of a rippled line. The mid-plane strain is u' + w'²/2, where u is the in-plane displacement. The mean of u' is −ε, and

w'²/2 = (k²A²/2) sin² kx = (k²A²/4)(1 − cos 2kx).

For a given mean strain the stretching energy is least when the strain is uniform. This is reached when u' contains (k²A²/4) cos 2kx. The strain is then −ε + k²A²/4 everywhere, and

W_m = (1/2)Ē_f h(ε − k²A²/4)².

*Total.* Adding the three parts and collecting powers of A gives

W = Ē_f hε²/2 + (Ē_f hk²A²/4)[F(x̂) − ε] + Ē_f hk⁴A⁴/32, (6)

with the same F as in (3). The bending term in F is (Ē_f h³k⁴/48)/(Ē_f hk²/4) = x̂²/12, and the substrate term is (Ē_s k/8)/(Ē_f hk²/4) = Ē_s/(2Ē_f x̂).

The flat film is stable against small ripples as long as F(x̂) > ε for every x̂. A small deflection of general shape is a sum of sinusoids whose quadratic energies add, so this condition covers it too. The least value of F follows without calculus. Write c = Ē_s/Ē_f and split the substrate term into two equal parts. The arithmetic mean of three positive numbers is at least their geometric mean, so

F = x̂²/12 + c/(4x̂) + c/(4x̂) ≥ 3(c²/192)^(1/3) = (9c²/64)^(1/3) = (1/4)(3c)^(2/3).

Equality holds when the three terms are equal, that is when x̂³ = 3c. This is the same strain and wavelength as before. It also shows that at threshold one third of the critical strain is due to bending and two thirds to the substrate.

*Beyond the threshold.* Equation (6) also gives the amplitude of a single sinusoid. Setting the derivative of W with respect to A² to zero gives k²A²/4 = ε − F. Inserting this,

W = Ē_f hε²/2 − Ē_f h(ε − F)²/2,

which is lowest where F is lowest. The preferred wavenumber therefore stays at k_c in this model. Since 4/k_c² = h²/ε_c by (4),

A = h(ε/ε_c − 1)^(1/2), ε ≥ ε_c.

The amplitude grows continuously from zero, and the mid-plane compression stays at ε_c while the excess is taken up by rippling. This holds for small slopes, kA ≪ 1. The in-plane motion u has amplitude kA²/8 and wavenumber 2k. By the middle term of (5) it costs the substrate μk³A⁴/64, which is x̂_c²/24 of the last term in (6) and has been dropped. Nonlinear substrate elasticity enters at the same order, μk³A⁴.

**What each derivation assumes**

Both treat the film as a thin plate, the substrate as linear, and the bond as acting at the mid-plane. They differ in what is put in by hand. The force balance assumes that the surface does not slide and finds that no shear traction results. The energy argument lets the surface slide freely and finds that it does not. The two surface conditions agree because the substrate is incompressible.

The force balance uses the value of N at the moment of buckling, so it does not matter whether the load or the end displacement is controlled. It needs no energy function, but it locates a neighbouring equilibrium without deciding stability or amplitude. The energy argument needs elastic materials and, as written, a fixed mean strain. In return it settles stability and gives the amplitude. It also tolerates an imperfect substrate field: by (5), any other decaying incompressible field with the same deflection overestimates W_s and hence the threshold.

Equation (5) also gives the size of one neglected effect. The film's lower face lies h/2 below the mid-plane, so bending moves it sideways with amplitude khA/2. The middle term of (5) becomes μk(khA/2)²/2, a fraction x̂²/4 of the substrate energy. Transverse shear in the film and the effect of initial stress on the incremental stiffness are also of relative order x̂², the latter because ε_c = x̂_c²/4.

These effects can be included together by treating film and substrate as incompressible neo-Hookean solids in full two-dimensional elasticity. The threshold was computed in this way and minimized over wavenumbers from 0.7 to 1.4 times the predicted one. When film and substrate are compressed together, the full critical strain differs from the formula by −2.1, −0.52 and −0.12 percent of the formula value for Ē_f/Ē_s = 100, 1000 and 10000. When the film alone is compressed, the differences are −1.1, −0.23 and −0.05 percent. They shrink roughly as x̂_c², as expected. The strain here is the shortening divided by the original length. Another strain measure changes the differences at the same relative order, and can change their sign: with logarithmic strain, −ln(1 − ε), the film-only difference at ratio 100 becomes about +0.1 percent. The critical value of kh, with k and h both measured in the compressed state, is off by about 1.3 percent at most in these six cases.

**Where the result changes**

*Compressible substrate.* For ν_s < 1/2 the two surface conditions no longer agree. Solving the compressible half-space equations at ν_s = 0.30 gives a normal stiffness of 0.500 Ē_s k for free sliding and 0.544 Ē_s k for zero tangential displacement. The second applies to a bonded stiff film at leading order. The correction is now of relative order x̂, not x̂², because the surface shear traction no longer vanishes. It acts on the film's lower face, h/2 below the mid-plane, and so exerts a moment on the film. The sideways motion of that face also changes the normal traction, which contributes an equal amount. Together the two parts raise ε_c further by a fraction of about x̂_c(1−2ν_s)/[3(1−ν_s)], which is 0.19 x̂_c at ν_s = 0.30 and 0.06 x̂_c at ν_s = 0.45. The percentages given next are therefore limits for a very stiff film. At Ē_f/Ē_s = 100 the actual rise over the incompressible case is about 12 percent for ν_s = 0.30 and about 2 percent for ν_s = 0.45. Replacing Ē_s/2 in (3) by a larger stiffness raises ε_c by the 2/3 power of the ratio, here (0.544/0.500)^(2/3) ≈ 1.06 at fixed Ē_s. At ν_s = 0.45 the stiffness is 0.504 Ē_s k and the leading-order threshold rises by about half a percent.

*Equi-biaxial compression.* With equal strains along x and y, the film stress is E_f ε/(1−ν_f) = Ē_f(1+ν_f)ε. The force along y does no work on a ripple that varies along x, so the critical stress is unchanged and the critical strain is ε_c/(1+ν_f). Ripples in all directions now become possible together, and the linear theory does not choose the pattern.

*Shallow substrate.* The vertical displacement falls as (1 + k|z|)e^(−k|z|). One wavelength down, where k|z| = 2π, about 1.4 percent is left. A rigid base much closer than that stiffens the response and invalidates (2).

*Comparable stiffness.* As Ē_f/Ē_s approaches one, x̂_c is no longer small, and neither plate theory nor small-strain elasticity applies.

**Worked example**

Take round model parameters: E_f = 80 GPa, ν_f = 0.25, h = 50 nm and E_s = 2 MPa. Then

Ē_f = 80/(1 − 0.0625) = 85.33 GPa, Ē_s = 2/0.75 = 2.667 MPa,

3Ē_s/Ē_f = 9.375 × 10⁻⁵, x̂_c = (9.375 × 10⁻⁵)^(1/3) = 0.0454.

The critical strain and film stress are

ε_c = x̂_c²/4 = 2.064 × 10⁻³/4 = 5.16 × 10⁻⁴ = 0.0516 percent,

Ē_f ε_c = 44.0 MPa in compression.

The wavelength is 2π(50 nm)/0.0454 = 6920 nm, or 6.92 µm, about 138 film thicknesses. Bending contributes 1.72 × 10⁻⁴ to the strain and the substrate 3.44 × 10⁻⁴, in the ratio 1 to 2. Under equi-biaxial compression the critical strain is 5.16 × 10⁻⁴/1.25 = 4.13 × 10⁻⁴. A specimen compressed along x with free sides is not in plane strain either. If the film follows the substrate, it is stretched along y by ε/2, and the applied strain at threshold is ε_c/(1 − ν_f/2), 14 percent higher here.

The selection of wavelength can be read from (3). With r = k/k_c,

F/ε_c = r²/3 + 2/(3r).

At half the critical wavenumber this is 1.42, and at twice it is 1.67. A ripple of twice the preferred wavelength thus needs 42 percent more strain than the preferred one, and a ripple of half the wavelength needs 67 percent more. At ε = 2ε_c the amplitude formula gives A = h = 50 nm. The largest slope is then kA = 0.045, still small.

Two inputs need care. The first is the substrate modulus: raising E_s by 20 percent, with the rest fixed, raises ε_c by 13 percent and shortens λ_c by 6 percent. The second is the stress the film may carry from its deposition. Since ε counts from the stress-free state, a residual tensile strain of 0.05 percent along x alone nearly doubles the compression that must be applied here. An equal residual strain along y raises the factor to about 2.2, because it adds ν_f times its value to the strain that must be overcome. In both cases λ_c is unchanged at this order. When the residual strain is unknown, the wavelength is therefore the safer quantity from which to infer the film modulus, through Ē_f = 3Ē_s[λ_c/(2πh)]³. The cube sets the price: a 1 percent error in λ_c or h becomes about 3 percent in Ē_f. An error in Ē_s passes into Ē_f in full. The formula also presumes ν_s = 1/2 and a very stiff film: it gives Ē_f about 8 percent too low at ν_s = 0.30, and, with the unstrained thickness, 3 to 6 percent too high at Ē_f/Ē_s = 100. The wavelength must also be the one at threshold. If the ripples are carried along with the film to a compression of 5 percent, their spacing is about 5 percent shorter and the formula gives a modulus about 14 percent too low.

The numerical output below lists the values used here and the full-elasticity results.

Calculated quantities

```
WORKED EXAMPLE (model parameters)
film Young modulus E_f = 80.0 GPa
film Poisson ratio nu_f = 0.25
film thickness h = 50.0 nm
substrate Young modulus E_s = 2.0 MPa
substrate Poisson ratio nu_s = 0.50
film plane-strain modulus = 85.333 GPa
substrate plane-strain modulus = 2.6667 MPa
modulus ratio Ef_bar/Es_bar = 32000.0
3 Es_bar/Ef_bar = 9.3750e-05
critical k h = 0.04543
(k h)^2 at threshold = 2.0637e-03
critical strain = 5.1593e-04 = 0.0516 percent
critical compressive film stress = 44.03 MPa
wavelength = 6915.5 nm = 6.916 um
wavelength / thickness = 138.31
bending part of critical strain = 1.7198e-04
substrate part of critical strain = 3.4395e-04
neutral strain at 0.5 k_c = 7.3090e-04, over critical = 1.4167
neutral strain at 2.0 k_c = 8.5988e-04, over critical = 1.6667
equi-biaxial critical strain = 4.1274e-04
SUBSTRATE STIFFNESS / (Es_bar k)
nu_s = 0.30: sliding 0.5000, zero tangential displacement 0.5444
nu_s = 0.45: sliding 0.5000, zero tangential displacement 0.5042
FULL ELASTICITY (incompressible neo-Hookean film and substrate)
film and substrate compressed, modulus ratio 100:
  strain: formula 2.41372e-02, full 2.36421e-02, full/formula-1 = -2.051 percent
  k h: formula 0.31072, full 0.31218, full/formula-1 = +0.470 percent
film and substrate compressed, modulus ratio 1000:
  strain: formula 5.20021e-03, full 5.17336e-03, full/formula-1 = -0.516 percent
  k h: formula 0.14422, full 0.14437, full/formula-1 = +0.103 percent
film and substrate compressed, modulus ratio 10000:
  strain: formula 1.12035e-03, full 1.11903e-03, full/formula-1 = -0.118 percent
  k h: formula 0.06694, full 0.06696, full/formula-1 = +0.022 percent
film only compressed, modulus ratio 100:
  strain: formula 2.41372e-02, full 2.38785e-02, full/formula-1 = -1.072 percent
  k h: formula 0.31072, full 0.31478, full/formula-1 = +1.306 percent
film only compressed, modulus ratio 1000:
  strain: formula 5.20021e-03, full 5.18843e-03, full/formula-1 = -0.227 percent
  k h: formula 0.14422, full 0.14463, full/formula-1 = +0.278 percent
film only compressed, modulus ratio 10000:
  strain: formula 1.12035e-03, full 1.11981e-03, full/formula-1 = -0.049 percent
  k h: formula 0.06694, full 0.06698, full/formula-1 = +0.060 percent
```
